# Where tunnelling meets thermionic emission in a thin insulating film

## 1. A source with two energies

Let a metal electrode send out electrons of two energies, one at the Fermi energy $E_F$ and one at the top of an insulating barrier, a height $\phi$ above it. All energies below are measured from $E_F$. Let the upper level be rarer by the Boltzmann factor $e^{-\phi/kT}$. Electrons at the top cross freely. Those at the Fermi energy must tunnel through a thickness $d$, with probability $e^{-2\kappa d}$. The two streams are equal when

$$e^{-2\kappa d}=e^{-\phi/kT}\quad\Rightarrow\quad 2\kappa d=\frac{\phi}{kT}\equiv S .$$

Inside a rectangular barrier with a parabolic band of effective mass $m$, the Schrödinger equation at the Fermi energy reads

$$-\frac{\hbar^2}{2m}\psi''+\phi\,\psi=0\quad\Rightarrow\quad \psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

The amplitude decays as $e^{-\kappa x}$ and the probability as its square, which gives the factor 2 in the exponent. The crossing thickness is therefore

$$d_c=\frac{\phi}{2\kappa kT}=\frac{\hbar\sqrt{\phi}}{2\sqrt{2m}\,kT}.$$

Take $\phi=1.5$ eV, $m=0.2$ electron masses and $T=300$ K, so that $kT=0.02585$ eV. These are rough values for a hafnia film between metal electrodes. Then $\kappa=2.806$ nm$^{-1}$, $S=58.02$, and

$$d_c=\frac{58.02}{2\times2.806\ \text{nm}^{-1}}=10.34\ \text{nm}.$$

Thinner films favour tunnelling, thicker ones emission. A higher barrier weakens both routes, but emission loses $\phi/kT$ in the exponent while tunnelling loses $\sqrt\phi$, so $d_c$ grows as $\sqrt\phi$. In this two-energy picture heating helps emission alone, so $d_c$ falls as $1/T$.

A real electrode supplies a continuum of energies, and each route has a prefactor. Two questions follow. May the energies in between be ignored, and how far do the prefactors move the crossing?

## 2. The current as one integral

Let the electrodes be free-electron metals, with transverse wavevector $k_\perp$ conserved in crossing. Counting both spins, the net current density is

$$J=2e\int\frac{d^2k_\perp}{(2\pi)^2}\int\frac{dk_x}{2\pi}\,v_x\,D\,(f_L-f_R),$$

where $D$ is the transmission and $f_{L,R}$ are the Fermi functions of the two sides. At fixed $k_\perp$, $v_x\,dk_x=dE/\hbar$. For a voltage $V$ small against $kT/e$, $f_L-f_R\approx eV(-\partial f/\partial E)$, with $f(E)=1/(1+e^{E/kT})$.

In the barrier, transverse motion takes up the energy $\varepsilon=\hbar^2k_\perp^2/2m$. The decay constant then depends on $W=E-\varepsilon$:

$$\kappa(W)=\frac{\sqrt{2m(\phi-W)}}{\hbar}.$$

I treat $D$ as a function of $W$ alone. The normal velocity in the electrode also depends slightly on $\varepsilon$, but the relevant $\varepsilon$ is some tens of meV against an electrode Fermi energy of several eV. With $d^2k_\perp/(2\pi)^2=m\,d\varepsilon/(2\pi\hbar^2)$, the conductance per area $G=J/V$ is

$$G=2e^2\,\frac{m}{2\pi\hbar^2}\,\frac{1}{2\pi\hbar}\int dW\,D(W)\int_0^\infty d\varepsilon\left[-f'(W+\varepsilon)\right].$$

The inner integral is $f(W)$, because $f$ vanishes at infinity. Hence

$$G=\frac{e^2m}{2\pi^2\hbar^3}\int D(W)\,f(W)\,dW .$$

Both routes share the constant in front, so their competition lies wholly in the integral. For now take $D=e^{-2\kappa(W)d}$ below the top and $D=1$ above it.

## 3. Why the energies in between drop out

Write $x=W/\phi$ and $a=2\kappa d$, with $\kappa$ taken at the Fermi energy. A few $kT$ above $E_F$, $f\approx e^{-W/kT}=e^{-Sx}$. The integrand is then $e^{-\Phi}$ with

$$\Phi(x)=a\sqrt{1-x}+Sx,\qquad 0<x<1 .$$

Its second derivative, $-\tfrac{a}{4}(1-x)^{-3/2}$, is negative. A concave function on an interval is smallest at an end, so the integrand is largest at the Fermi energy or at the barrier top.

At $d_c$, where $a=S$, both ends have $\Phi=S$. Between them,

$$\Phi'(x)=S\left[1-\frac{1}{2\sqrt{1-x}}\right]=0\quad\Rightarrow\quad\sqrt{1-x}=\tfrac12,\quad x=\tfrac34,$$

and there $\Phi=S(\tfrac12+\tfrac34)=\tfrac54S$. In the example the least favourable energy is 1.125 eV, with exponent 72.5 against 58.0 at the ends. The integral splits into two well separated parts, which gives "tunnelling" and "emission" distinct meanings. This rests on the flat top of the barrier; Section 7 shows how a field changes it.

The slope at the Fermi end is $\Phi'(0)=S-a/2$. It is positive for $a<2S$, that is for $d<2d_c$. In thicker films $\Phi$ falls all the way to the top, and no separate tunnelling peak remains. The Boltzmann form of $f$ fails close to $E_F$; with the full Fermi function the peak of $Df$ disappears somewhat earlier, at about $1.9\,d_c$ in the example.

## 4. The two contributions at leading order

**Tunnelling.** Near the Fermi energy $\sqrt{1-x}\approx1-x/2$, so

$$D\approx e^{-a}e^{ax/2}.$$

Set $t=W/kT$, so that $x=t/S$, and define $\nu=a/(2S)=d/(2d_c)$. The contribution is

$$I_{\rm tun}=kT\,e^{-a}\int_{-\infty}^{\infty}\frac{e^{\nu t}}{1+e^t}\,dt .$$

The integral, called $K(\nu)$, converges for $0<\nu<1$. To find it, integrate around the rectangle with sides on $\operatorname{Im}t=0$ and $\operatorname{Im}t=2\pi$. On the upper side the integrand is $e^{2\pi i\nu}$ times its value on the lower side, and the path runs backwards. The vertical sides vanish at infinity. The enclosed pole at $t=i\pi$ has residue $e^{i\pi\nu}/e^{i\pi}=-e^{i\pi\nu}$. Therefore

$$K(1-e^{2\pi i\nu})=-2\pi i\,e^{i\pi\nu}\quad\Rightarrow\quad K(\nu)=\frac{\pi}{\sin\pi\nu}.$$

The last step divides by $e^{i\pi\nu}$ and uses $e^{-i\pi\nu}-e^{i\pi\nu}=-2i\sin\pi\nu$. So

$$I_{\rm tun}=\frac{\pi kT}{\sin\pi\nu}\,e^{-2\kappa d}.$$

Two limits show its meaning. For $d\ll d_c$ (with $\kappa d$ still large), $\sin\pi\nu\approx\pi\nu$ and the prefactor becomes $kT/\nu=\phi/(\kappa d)$. Temperature has dropped out: this is the width of the layer below $E_F$ from which electrons tunnel. For $d\to2d_c$, $\nu\to1$ and the prefactor diverges. That signals the loss of the separate peak found in Section 3, not an infinite current, since the linear expansion has failed.

At the crossing $\nu=\tfrac12$, and the prefactor is $\pi kT$.

**Emission.** Above the top $D=1$ and $f\approx e^{-W/kT}$, so

$$I_{\rm em}=\int_\phi^\infty e^{-W/kT}\,dW=kT\,e^{-\phi/kT}.$$

At $d_c$ the exponentials cancel, and the ratio of tunnelling to emission is $\pi$. Equal exponents therefore do not mean equal currents, although the prefactors differ by a modest number.

## 5. The first correction to the crossing

Equal contributions require

$$\frac{\pi}{\sin\pi\nu}\,e^{-2\kappa d}=e^{-S}.$$

Put $d=d_c+\delta$. Since $2\kappa d_c=S$, taking logarithms gives

$$2\kappa\delta=\ln\pi-\ln\sin\pi\nu .$$

Here $\pi\nu=\pi/2+\pi\delta/(2d_c)$, so $\sin\pi\nu=\cos[\pi\delta/(2d_c)]$, which differs from one at second order in $\delta/d_c$. To first order,

$$\delta=\frac{\ln\pi}{2\kappa},\qquad\frac{\delta}{d_c}=\frac{\ln\pi}{S}.$$

A prefactor enters through its logarithm, while the exponent it competes with is $S$. This is why a comparison of exponents locates the crossing well. In the example $\delta=1.145/5.612=0.204$ nm, or 2% of $d_c$. Numerical integration over energy with the same $D$, split at $x=3/4$, puts equal contributions at 10.54 nm, in agreement with $10.34+0.20$.

**The next term in the ratio.** The value $\pi$ has corrections of order $1/S$, one from each end.

At the Fermi end, $\sqrt{1-x}=1-x/2-x^2/8-\dots$. With $a=S$ and $x=t/S$, the quadratic term multiplies the integrand by $e^{t^2/(8S)}\approx1+t^2/(8S)$. The average of $t^2$ is $K''(\nu)/K(\nu)$ at $\nu=\tfrac12$, because each derivative with respect to $\nu$ brings down a factor $t$. From

$$K''=\pi^3\left(\frac{1}{\sin\pi\nu}+\frac{2\cos^2\pi\nu}{\sin^3\pi\nu}\right)$$

one finds $K''(\tfrac12)=\pi^3$, and division by $K(\tfrac12)=\pi$ gives $\pi^2$. Tunnelling gains the factor $1+\pi^2/(8S)$.

At the top, electrons slightly below the edge also get through. Let $W=\phi-kT\,t$ with $t>0$. Then $D=e^{-\sqrt{St}}$, while $f$ grows by $e^t$. Under the weight $e^{-\sqrt{St}}$ the average of $t$ is $6/S$, which is small for large $S$, so $e^t\approx1$ at this order. With $s=\sqrt{St}$ and $dt=2s\,ds/S$,

$$\int_0^\infty e^{-\sqrt{St}}\,dt=\frac2S\int_0^\infty s\,e^{-s}\,ds=\frac2S .$$

Emission gains the factor $1+2/S$. Altogether

$$\frac{I_{\rm tun}}{I_{\rm em}}\bigg|_{d_c}=\pi\left[1+\frac{\pi^2/8-2}{S}+O(S^{-2})\right]\approx\pi\left[1-\frac{0.77}{S}\right].$$

For $S=58.02$ this is 3.10, and numerical integration gives 3.093. At 75 K, with the thickness reset to the new $d_c$, $S$ is four times larger; both formula and integration give 3.131. The ratio approaches $\pi$ as the barrier grows in units of $kT$.

## 6. Reflection at sharp interfaces

The pure exponential omits the reflection that comes from a change of velocity. Let the electrode have the free mass $m_e$ and normal wavevector $k$, and define $v=k/m_e$ and $u=\kappa/m$, with $\kappa=\kappa(W)$ here. Both $\psi$ and $\psi'/\text{mass}$ are continuous. With a transmitted wave $t\,e^{ik(x-d)}$, where $t$ is now an amplitude, the solution in the barrier is

$$\psi=t\left[\cosh\kappa(x-d)+\frac{iv}{u}\sinh\kappa(x-d)\right].$$

At $x=0$ the incident and reflected waves require $1+r=\psi(0)$ and $iv(1-r)=\psi'(0)/m$. Dividing the second by $iv$ and adding it to the first removes $r$:

$$\frac2t=2\cosh\kappa d+i\left(\frac uv-\frac vu\right)\sinh\kappa d .$$

Taking the squared modulus and using $\cosh^2=1+\sinh^2$,

$$D=|t|^2=\left[1+\frac{(u^2+v^2)^2}{4u^2v^2}\sinh^2\kappa d\right]^{-1}\approx\frac{16u^2v^2}{(u^2+v^2)^2}\,e^{-2\kappa d}\quad(\kappa d\gg1).$$

The exponent is unchanged. For an electrode Fermi energy of 5 eV, $v^2$ and $u^2$ stand in the ratio $5/1$ to $1.5/0.2=7.5$. The prefactor is $16\times5\times7.5/12.5^2=3.84$, which lengthens the crossing by $\ln3.84/(2\kappa)=0.24$ nm. Above the top $\kappa$ becomes imaginary, $\sinh^2$ turns into $-\sin^2$, and $D$ lies at or below one. Reflection thus weakens emission and moves the crossing the same way. Numerical integration with this $D$ gives 11.04 nm, or 0.50 nm beyond the previous value; about half of that shift is thus left to the emission side. The difference between 10.5 and 11.0 nm is the effect of wave matching at sharp edges, compared with the bare exponential for the same rectangular barrier. Rounding the edges would also change the tunnelling exponent, so this difference does not give the shift for a rounded barrier.

The common factor is $e^{-S}=6.3\times10^{-26}$. At $d_c$ and 10 mV the linear formula with sharp interfaces gives $7\times10^{-19}$ A/cm$^2$, about one electron per square micrometre per year. The crossing is a comparison of two very small currents.

## 7. A working field opens a third route

Apply a field $F=1$ MV/cm, or 0.1 V/nm, so that the barrier is $U=\phi-eFx$. In the semiclassical approximation the tunnelling exponent at the Fermi energy is the integral of twice the local decay constant:

$$\frac{2\kappa}{\sqrt\phi}\int_0^d\sqrt{\phi-eFx}\,dx=B\left[\phi^{3/2}-(\phi-eFd)^{3/2}\right],\qquad B=\frac{4\kappa}{3\sqrt\phi\,eF}.$$

Here $B=30.55$ eV$^{-3/2}$. At $d_c$ the drop is 1.03 eV, and the exponent is $30.55\,(1.837-0.318)=46.4$ instead of 58.0.

An electron at energy $y$ below the top now meets a triangle, provided $y<eFd$. Its total exponent is

$$\Phi=S-\frac{y}{kT}+By^{3/2}.$$

This is convex in $y$, so an intermediate energy can win over the top. Setting the derivative to zero gives $\sqrt y=2/(3BkT)=0.844$ eV$^{1/2}$, hence $y=0.71$ eV, an energy 0.79 eV above $E_F$. There $By^{3/2}=\tfrac23y/kT$, so $\Phi=S-y/(3kT)=48.8$. Thermally assisted tunnelling has replaced emission over the top as the rival.

At this fixed field the exponents of the two surviving routes meet when $(\phi-eFd)^{3/2}=1.837-48.83/30.55=0.239$ eV$^{3/2}$, which gives $d\approx11$ nm. The thickness has hardly moved, although the mechanism on the thick side is different. The two routes are also less distinct than in Section 3: the least favourable energy between them now has an exponent only about 2 higher than theirs.

An electron is also attracted by its image charge in each electrode. Adding the nearest image on either side, with a rough optical permittivity of 4.5, lowers the top by 0.19 eV. Numerical integration of the decay constant then gives an exponent of 43.6 at the Fermi energy. At the lowered top the exponent is purely thermal, the new height divided by $kT$, or 50.8. The closer rival is again assisted tunnelling, with an exponent of 46.5 near 0.75 eV. In a film of thickness $d_c$ at this field, the Fermi energy still has the smallest exponent, by about 3. Summing the full series of images instead of the nearest pair gives a lowering of 0.18 eV and raises these exponents by 0.2 to 0.4, which leaves the order unchanged.

## 8. Real hafnia capacitors

Ferroelectric hafnia films can be made about 10 nm thick, so the estimate falls in a range of practical interest. The mass and the barrier height are poorly known. With the other inputs held fixed, masses of 0.1 and 0.4 give 14.6 and 7.3 nm; barriers of 1.0 and 2.0 eV give 8.4 and 11.9 nm. At 85 °C the crossing falls to 8.7 nm. The field of 1 MV/cm is low for writing, which can take a few MV/cm. A rough breakdown field of 4 MV/cm corresponds to 4.1 V across $d_c$.

The parabolic band is another simplification. Deep in the gap the decay constant must bend over, since it vanishes again at the valence band. The simplest form with both zeros is $\kappa^2=2m\phi(1-\phi/E_g)/\hbar^2$. For a rough gap $E_g=5.7$ eV this multiplies $\kappa$ by $\sqrt{1-1.5/5.7}=0.86$. Since $d_c=\phi/(2\kappa kT)$, the crossing grows by the inverse factor, to 12.0 nm.

Polarization tilts the barrier even without a voltage. Let each electrode screen over an effective length $\lambda$, and let its charge be $\sigma$. Shorted electrodes require the drop in the film, $(P-\sigma)d/(\epsilon_0\epsilon)$, to balance the two electrode drops, $2\sigma\lambda/\epsilon_0$. Hence

$$\sigma=P\,\frac{d/\epsilon}{d/\epsilon+2\lambda}.$$

For rough values $P=15$ μC/cm$^2$, $\epsilon=30$ and $\lambda=0.02$ nm, one edge rises and the other falls by $e\sigma\lambda/\epsilon_0=0.30$ eV. The tunnelling exponent at $d_c$ stays at 57.9, but the top now costs 69.8. Assisted tunnelling recovers part of this. Near 12 nm the tilt is 0.051 eV/nm, and since $y\propto F^2$, $y=0.71\times0.51^2=0.185$ eV and the gain $y/(3kT)$ is 2.4. The exponents then meet at about $10.34\times67.4/57.9=12.0$ nm.

The absence of traps is an assumption that strongly affects the size of the current. Consider a trap midway through the film with its level at the Fermi energy. An electron escapes through half the barrier, so the level width $\Gamma$ scales as $e^{-2\kappa(d/2)}=e^{-\kappa d}$. For equal coupling to both sides the transmission is a Lorentzian of height one and area $\pi\Gamma/2$, which has the same exponential. A numerical solution of the one-dimensional wave equation with an attractive delta potential at mid-film, which tests the exponent but not the prefactor of a point defect, integrated over the resonance at 4 and 5 nm, gives a decay of 2.805 nm$^{-1}$ when the window (±0.05 eV) covers the whole resonance, against $\kappa=2.806$ nm$^{-1}$. At $d_c$ the exponent is halved from 58 to 29, a gain of 12.6 decades before the number of traps and the prefactors are counted.

Real films can leak far more than the ideal barrier allows, and traps of this kind offer one explanation. The 10 nm estimate therefore compares two ideal routes at low bias, for electrons that cross an unpolarized film with a parabolic band without scattering. The gap and the polarization each lengthen the crossing to about 12 nm, both together to about 14 nm, and the uncertain mass alone moves it between 7 and 15 nm, so the estimate does not settle which route is the larger in a given film near 10 nm. Nor does it predict the leakage of a device. Thickening the film also lowers the current through a mid-film trap at the Fermi energy, but only by a factor $e^{2.81}\approx17$ per nanometre, against about 270 for direct tunnelling.

Numerical values quoted here were computed with a short program.
